# Phonon-assisted free-carrier absorption: wavelength exponents in a parabolic band: test program

```python
# Free-carrier absorption in one parabolic band, assisted by phonons.
# Result under test: for photon energy w much larger than the thermal energy T,
#   acoustic deformation potential: alpha ~ wavelength^(3/2)  (equipartition)
#   polar optical phonons:          alpha ~ wavelength^(5/2)  (w >> Omega)
# together with the prefactors and the thermal formulas at finite w/T.
# Hartree atomic units, Gaussian electrodynamics. Symbols:
#   mass band mass, T thermal energy, D deformation potential, C elastic constant,
#   v sound speed, Omega optical phonon energy, kappa = 1/eps_inf - 1/eps_0,
#   n carrier density, n_r refractive index, c speed of light, N Bose number.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import kve

mass, T, D, C, v = 0.2, 0.001, 0.3, 0.005, 0.002
Omega, eps_inf, eps_0, n = 0.001, 10.0, 12.5, 1e-8
kappa = 1 / eps_inf - 1 / eps_0
n_r = np.sqrt(eps_inf)
c = 1 / const.fine_structure
N = 1 / np.expm1(Omega / T)
rho = C / v**2
bohr = const.physical_constants["Bohr radius"][0]
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
hartree_K = const.physical_constants["hartree-kelvin relationship"][0]
per_cm = 1 / (bohr * 100)


# ---------- derived formulas ----------
def acoustic_limit(w):
    return 4 * np.sqrt(2) * n * D**2 * T * np.sqrt(mass) / (3 * n_r * c * C * w**1.5)


def polar_limit(w):
    return (4 * np.sqrt(2) * np.pi * n * Omega * kappa * (2 * N + 1)
            / (3 * n_r * c * np.sqrt(mass) * w**2.5))


def acoustic(w):
    thermal = np.sqrt(w / (np.pi * T)) * kve(2, w / (2 * T))
    return acoustic_limit(w) * thermal * -np.expm1(-w / T)


def polar(w):
    def mean_root(x):
        return x * kve(1, x / (2 * T)) / np.sqrt(np.pi * T)
    bracket = N * mean_root(w + Omega) + (N + 1) * mean_root(w - Omega)
    return (polar_limit(w) * bracket / ((2 * N + 1) * np.sqrt(w))
            * -np.expm1(-w / T))


def total(w):
    return acoustic(w) + polar(w)


def exponent(f, w, h=1e-3):
    """d ln(alpha) / d ln(wavelength) by central difference."""
    return -(np.log(f(w * np.exp(h))) - np.log(f(w * np.exp(-h)))) / (2 * h)


# ---------- couplings: quantum ground state against classical statics ----------
def relaxation_energy(frequency, coupling):
    levels = np.arange(50)
    ladder = np.diag(np.sqrt(levels[1:]), 1)
    return np.linalg.eigvalsh(frequency * np.diag(levels)
                              + coupling * (ladder + ladder.T))[0]


volume, q_test = 1e6, 0.06
polar_M = np.sqrt(2 * np.pi * Omega * kappa / (volume * q_test**2))
coulomb_change = 0.5 * 4 * np.pi / (volume * q_test**2) * (1 / eps_0 - 1 / eps_inf)
assert np.isclose(relaxation_energy(Omega, polar_M), coulomb_change, rtol=1e-8)
acoustic_M = np.sqrt(D**2 * q_test / (2 * rho * v * volume))
# Classical elastic energy D*s + C*V*s^2/2, minimized over the strain amplitude s.
strain = -D / (C * volume)
elastic_energy = D * strain + 0.5 * C * volume * strain**2
assert np.isclose(relaxation_energy(v * q_test, acoustic_M), elastic_energy, rtol=1e-8)


# ---------- photon-phonon amplitude: driven two-state Schroedinger equation ----------
def driven_transfer(k, k_final, direction, w, field, coupling, periods):
    """Phonon energy is absorbed into the second level by a rotating frame."""
    steps = 2000
    dt = 2 * np.pi / w / steps
    one_period = np.eye(2, dtype=complex)
    static_gap = (k_final @ k_final - k @ k) / (2 * mass) - Omega
    for time in (np.arange(steps) + 0.5) * dt:
        vector_potential = field / w * np.sin(w * time)
        half_gap = 0.5 * (static_gap
                          + (k_final - k) @ direction * vector_potential / mass)
        size = np.hypot(half_gap, coupling)
        h = np.array([[-half_gap, coupling], [coupling, half_gap]])
        step = np.cos(size * dt) * np.eye(2) - 1j * np.sin(size * dt) * h / size
        one_period = step @ one_period
    return abs(np.linalg.matrix_power(one_period, periods)[1, 0])**2


w_test, field, weak_M = 0.01, 5e-6, 5e-7
k_start = np.array([0.01, 0.02, 0.005])
k_end = np.array([1.0, 2.0, 2.0]) / 3
k_end = k_end * np.sqrt(k_start @ k_start + 2 * mass * (w_test + Omega))
transfer_q = k_end - k_start
z_axis = np.array([0.0, 0.0, 1.0])
effective_M = weak_M * field * abs(transfer_q @ z_axis) / (2 * mass * w_test**2)
periods = int(0.8 / effective_M * w_test / (2 * np.pi))
simulated = driven_transfer(k_start, k_end, z_axis, w_test, field, weak_M, periods)
predicted = np.sin(effective_M * periods * 2 * np.pi / w_test)**2
assert np.isclose(simulated, predicted, rtol=2e-3)
normal = np.cross(transfer_q, z_axis)
normal /= np.linalg.norm(normal)
forbidden = driven_transfer(k_start, k_end, normal, w_test, field, weak_M, periods)
assert forbidden < 1e-6

# ---------- phase space: explicit sum over a momentum lattice, unit mass ----------
spacing, width = 0.04, 0.03
axis = spacing * np.arange(-32, 33)
qx, qy, qz = np.meshgrid(axis, axis, axis, indexing="ij")
q2 = qx**2 + qy**2 + qz**2
delta = np.exp(-((q2 / 2 - 0.5) / width)**2 / 2) / (width * np.sqrt(2 * np.pi))
measure = (spacing / (2 * np.pi))**3
sum_acoustic = measure * np.sum(qz**2 * delta)
sum_polar = measure * np.sum(qz**2 / np.where(q2 > 0, q2, 1) * delta)
# The finite energy width changes these sums by a few parts in a thousand.
assert np.isclose(sum_acoustic, 1 / (6 * np.pi**2), rtol=5e-3)
assert np.isclose(sum_polar, 1 / (6 * np.pi**2), rtol=5e-3)

# ---------- thermal absorption from its definition ----------
nodes, weights = np.polynomial.legendre.leggauss(24)
phi = 2 * np.pi * (np.arange(48) + 0.5) / 48
cos_i = nodes[:, None, None]
cos_f = nodes[None, :, None]
angle_weight = weights[:, None, None] * weights[None, :, None] / (4 * len(phi))
cos_between = cos_i * cos_f + np.sqrt((1 - cos_i**2) * (1 - cos_f**2)) * np.cos(phi)
s_nodes, s_weights = np.polynomial.legendre.leggauss(60)
s_max = np.sqrt(40 * T)
s_nodes = 0.5 * s_max * (s_nodes + 1)
s_weights = 0.5 * s_max * s_weights


def from_definition(kind, w):
    """Absorption minus stimulated emission, all directions and energies summed."""
    net = 0.0
    for photon in (1, -1):
        for phonon in (1, -1):
            if kind == "acoustic":
                gain, strength = photon * w, D**2 * T / (2 * C)
            else:
                gain = photon * w + phonon * Omega
                strength = 2 * np.pi * Omega * kappa * (N if phonon == 1 else N + 1)
            for s, ds in zip(s_nodes, s_weights):
                e_i = s**2 + max(0.0, -gain)
                e_f = s**2 + max(0.0, gain)
                population = (2 / np.sqrt(np.pi) / T**1.5 * np.sqrt(e_i)
                              * np.exp(-e_i / T) * 2 * s * ds)
                k_i, k_f = np.sqrt(2 * mass * e_i), np.sqrt(2 * mass * e_f)
                projected = (k_f * cos_f - k_i * cos_i)**2
                if kind == "polar":
                    projected = projected / (k_i**2 + k_f**2
                                             - 2 * k_i * k_f * cos_between)
                angular = np.sum(angle_weight * projected * np.ones(len(phi)))
                states = mass * k_f / (2 * np.pi**2)
                net += photon * population * strength * states * angular
    probe = 1e-6
    rate = 2 * np.pi * (probe / (2 * mass * w**2))**2 * net
    intensity = n_r * c * probe**2 / (8 * np.pi)
    return n * w * rate / intensity


w_check = 0.005
direct_acoustic = from_definition("acoustic", w_check)
direct_polar = from_definition("polar", w_check)
assert np.isclose(direct_acoustic, acoustic(w_check), rtol=1e-5)
assert np.isclose(direct_polar, polar(w_check), rtol=1e-5)

# ---------- low frequency: Boltzmann relaxation and the Drude law ----------
w_low = 1e-3 * T
energy = s_nodes**2
maxwell = s_nodes**2 * np.exp(-energy / T) * s_weights
relaxation = D**2 * T * mass * np.sqrt(2 * mass * energy) / (np.pi * C)
mean_relaxation = np.sum(maxwell * energy * relaxation) / np.sum(maxwell * energy)
drude = 4 * np.pi * n * mean_relaxation / (n_r * c * mass * w_low**2)
assert np.isclose(acoustic(w_low), drude, rtol=2e-3)
p_low = exponent(acoustic, w_low)
assert abs(p_low - 2) < 2e-3

# ---------- asymptotic exponents and their first corrections ----------
w_high = 1e4 * T
p_ac_high, p_po_high = exponent(acoustic, w_high), exponent(polar, w_high)
assert abs(p_ac_high - 1.5) < 1e-3 and abs(p_po_high - 2.5) < 1e-3
slope_ac = 15 * T / 4
slope_po = 3 * T / 4 - Omega / (2 * (2 * N + 1))
assert np.isclose((p_ac_high - 1.5) * w_high, slope_ac, rtol=1e-2)
assert np.isclose((p_po_high - 2.5) * w_high, slope_po, rtol=1e-2)
assert np.isclose(acoustic(w_high), acoustic_limit(w_high), rtol=1e-3)
assert np.isclose(polar(w_high), polar_limit(w_high), rtol=1e-3)


# ---------- acoustic phonon energies kept, carrier initially at rest ----------
def acoustic_inelastic(w, lattice_T):
    strength = 0.0
    for phonon in (1, -1):
        q = phonon * mass * v + np.sqrt((mass * v)**2 + 2 * mass * w)
        bose = 1 / np.expm1(v * q / lattice_T)
        occupation = bose if phonon == 1 else bose + 1
        strength += (D**2 * q / (2 * rho * v) * occupation * q**4
                     / (6 * np.pi**2 * abs(q / mass - phonon * v)))
    return 4 * np.pi**2 * n * strength / (n_r * c * mass**2 * w**3)


warm_ratio = acoustic_inelastic(0.01, T) / acoustic_limit(0.01)
assert abs(warm_ratio - 1) < 5e-3
p_cold = exponent(lambda w: acoustic_inelastic(w, 1e-6), 0.04)
# The remaining deviation is of the order of sound speed over electron speed.
assert abs(p_cold - 1) < 0.02

# ---------- both mechanisms together ----------
w_equal = brentq(lambda w: acoustic(w) - polar(w), 0.005, 0.2)
w_equal_limit = brentq(lambda w: acoustic_limit(w) - polar_limit(w), 0.005, 0.2)
p_equal = exponent(total, w_equal)
weighted = (acoustic(w_equal) * exponent(acoustic, w_equal)
            + polar(w_equal) * exponent(polar, w_equal)) / total(w_equal)
assert np.isclose(p_equal, weighted, atol=1e-5)

# ---------- output ----------
print(f"band mass = {mass} electron masses; thermal energy T = {T} hartree")
print(f"temperature = {T * hartree_K:.1f} K")
print(f"D = {D} hartree; C = {C} hartree/bohr^3; v = {v} a.u.")
print(f"Omega = {Omega} hartree; eps_inf = {eps_inf}; eps_0 = {eps_0}")
print(f"kappa = {kappa:.4f}; Bose number N = {N:.4f}; 2N+1 = {2*N+1:.4f}")
print(f"n = {n:.1e} bohr^-3 = {n * per_cm**3:.3e} cm^-3")
print(f"n_r = {n_r:.4f}; c = {c:.3f} a.u.")
density_scale = 2 * (mass * T / (2 * np.pi))**1.5
print(f"n / thermal density of states = {n / density_scale:.4f}")
print(f"Froehlich coupling constant = {kappa * np.sqrt(mass / (2 * Omega)):.3f}")
print(f"driven transfer probability: simulated {simulated:.5f}, formula {predicted:.5f}")
print(f"driven transfer with field normal to q = {forbidden:.1e}")
print(f"w = {w_check} hartree, alpha in bohr^-1:")
print(f"  acoustic: quadrature {direct_acoustic:.6e}, formula {acoustic(w_check):.6e}")
print(f"  polar:    quadrature {direct_polar:.6e}, formula {polar(w_check):.6e}")
for w in (0.01, 0.02, 0.04):
    q = np.sqrt(2 * mass * w)
    print(f"w = {w} hartree = {w * hartree_eV:.4f} eV; w/T = {w / T:.0f}")
    print(f"  wavelength = {2 * np.pi * c / w * bohr * 1e6:.3f} micrometre")
    print(f"  q = {q:.5f} bohr^-1; v*q/T = {v * q / T:.4f}")
    for name, full, limit in (("acoustic", acoustic, acoustic_limit),
                              ("polar", polar, polar_limit)):
        print(f"  {name}: alpha = {full(w):.4e} bohr^-1 = {full(w) * per_cm:.4f} cm^-1")
        print(f"    limit = {limit(w):.4e} bohr^-1; exponent = {exponent(full, w):.4f}")
    print(f"  exponent of the sum = {exponent(total, w):.4f}")
print(f"formal check at w/T = {w_high / T:.0f}:")
print(f"  exponents: acoustic {p_ac_high:.5f}, polar {p_po_high:.5f}")
print(f"first corrections times w: {slope_ac:.6f}, {slope_po:.6f} hartree")
print(f"acoustic exponent at w/T = {w_low / T:.3f}: {p_low:.4f}")
print(f"acoustic alpha / Drude alpha there = {acoustic(w_low) / drude:.5f}")
print(f"inelastic / equipartition alpha at w = 0.01 hartree: {warm_ratio:.5f}")
print(f"cold-lattice acoustic exponent at w = 0.04 hartree: {p_cold:.4f}")
print(f"equal contributions at w = {w_equal:.5f} hartree = {w_equal*hartree_eV:.4f} eV")
print(f"  same from the two limits: {w_equal_limit:.5f} hartree")
print(f"  exponent of the sum there = {p_equal:.4f}")
print("success")
```

Output:

```
band mass = 0.2 electron masses; thermal energy T = 0.001 hartree
temperature = 315.8 K
D = 0.3 hartree; C = 0.005 hartree/bohr^3; v = 0.002 a.u.
Omega = 0.001 hartree; eps_inf = 10.0; eps_0 = 12.5
kappa = 0.0200; Bose number N = 0.5820; 2N+1 = 2.1640
n = 1.0e-08 bohr^-3 = 6.748e+16 cm^-3
n_r = 3.1623; c = 137.036 a.u.
n / thermal density of states = 0.0278
Froehlich coupling constant = 0.200
driven transfer probability: simulated 0.51458, formula 0.51460
driven transfer with field normal to q = 5.9e-13
w = 0.005 hartree, alpha in bohr^-1:
  acoustic: quadrature 1.836943e-09, formula 1.836943e-09
  polar:    quadrature 8.108866e-09, formula 8.108866e-09
w = 0.01 hartree = 0.2721 eV; w/T = 10
  wavelength = 4.556 micrometre
  q = 0.06325 bohr^-1; v*q/T = 0.1265
  acoustic: alpha = 4.9237e-10 bohr^-1 = 0.0930 cm^-1
    limit = 3.5027e-10 bohr^-1; exponent = 1.8088
  polar: alpha = 1.3867e-09 bohr^-1 = 0.2621 cm^-1
    limit = 1.3229e-09 bohr^-1; exponent = 2.5426
  exponent of the sum = 2.3503
w = 0.02 hartree = 0.5442 eV; w/T = 20
  wavelength = 2.278 micrometre
  q = 0.08944 bohr^-1; v*q/T = 0.1789
  acoustic: alpha = 1.4804e-10 bohr^-1 = 0.0280 cm^-1
    limit = 1.2384e-10 bohr^-1; exponent = 1.6699
  polar: alpha = 2.3970e-10 bohr^-1 = 0.0453 cm^-1
    limit = 2.3386e-10 bohr^-1; exponent = 2.5235
  exponent of the sum = 2.1976
w = 0.04 hartree = 1.0885 eV; w/T = 40
  wavelength = 1.139 micrometre
  q = 0.12649 bohr^-1; v*q/T = 0.2530
  acoustic: alpha = 4.7977e-11 bohr^-1 = 0.0091 cm^-1
    limit = 4.3784e-11 bohr^-1; exponent = 1.5892
  polar: alpha = 4.1867e-11 bohr^-1 = 0.0079 cm^-1
    limit = 4.1341e-11 bohr^-1; exponent = 2.5123
  exponent of the sum = 2.0194
formal check at w/T = 10000:
  exponents: acoustic 1.50037, polar 2.50005
first corrections times w: 0.003750, 0.000519 hartree
acoustic exponent at w/T = 0.001: 2.0000
acoustic alpha / Drude alpha there = 1.00000
inelastic / equipartition alpha at w = 0.01 hartree: 0.99963
cold-lattice acoustic exponent at w = 0.04 hartree: 0.9921
equal contributions at w = 0.03448 hartree = 0.9383 eV
  same from the two limits: 0.03777 hartree
  exponent of the sum there = 2.0584
success
```
